# Walkers needed for one percent error in mean-square displacement: a program that tests the result

```python
# Result under test: for N independent walkers with isotropic 3D Gaussian
# displacements R (zero mean, variance s2 = 2*D*t per component), the sample
# mean of R^2 has relative standard error sqrt(2/(3N)); 1 % needs N = 6667.
# D: diffusion coefficient, t: time, MSD: mean-square displacement = 6*D*t.
# Example: nitrogen hopping between octahedral sites of bcc molybdenum.
# b: hop length (half the lattice constant), L: mean number of hops.
import math
from collections import defaultdict
import numpy as np
from scipy.constants import k as k_B, e as q_e
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc
from scipy.stats import chi2

rng = np.random.default_rng(12345)
target = 0.01

# ---------- example inputs (rough typical values) ----------
temperature = 1200.0        # K
time_us = 1.0               # microseconds
lattice_nm = 0.315          # nm
D0 = 4.0e-3                 # cm^2/s
E_act = 1.2                 # eV
film_nm = 30.0              # nm, walkers start at mid-plane
vib_eV = 0.070              # eV, quantum of the barrier-top frequency
solute_fraction = 1.0e-6    # N atoms per Mo atom


def diffusion(T, energy):
    return D0 * math.exp(-energy * q_e / (k_B * T))


D = diffusion(temperature, E_act)
D_nm2_us = D * 1e14 / 1e6
s2 = 2 * D_nm2_us * time_us
msd = 3 * s2
b = lattice_nm / 2
L = msd / b**2


# ---------- Gaussian moments by radial quadrature ----------
def radial_average(func, dim):
    top = 14 * math.sqrt(s2)

    def weight(r):
        return r**(dim - 1) * math.exp(-r * r / (2 * s2))
    norm = quad(weight, 0, top, epsabs=0, epsrel=1e-11, limit=200)[0]
    val = quad(lambda r: func(r) * weight(r), 0, top,
               epsabs=0, epsrel=1e-11, limit=200)[0]
    return val / norm


relative_variance = {}
for dim in (1, 2, 3):
    m2 = radial_average(lambda r: r**2, dim)
    m4 = radial_average(lambda r: r**4, dim)
    relative_variance[dim] = m4 / m2**2 - 1
    assert abs(m2 / (dim * s2) - 1) < 1e-8
    assert abs(relative_variance[dim] - 2 / dim) < 1e-7
mean_r2, mean_r4 = m2, m4
assert abs(mean_r4 / (15 * s2**2) - 1) < 1e-8
N_real = relative_variance[3] / target**2
N = math.ceil(N_real)
assert N == 6667


# ---------- Fisher information on s2 from one displacement ----------
def log_density(r, v):
    return -1.5 * math.log(v) - r * r / (2 * v)


def score(r):
    h = 1e-4 * s2
    return (log_density(r, s2 + h) - log_density(r, s2 - h)) / (2 * h)


fisher_scaled = radial_average(lambda r: score(r)**2, 3) * s2**2
assert abs(fisher_scaled - 1.5) < 1e-5


# ---------- repeated synthetic experiments ----------
def relative_errors(walkers, repeats, chunk):
    out = []
    for _ in range(repeats // chunk):
        x = rng.standard_normal((chunk, walkers * 3))
        out.append(np.einsum('ij,ij->i', x, x) / (3 * walkers) - 1)
    return np.concatenate(out)


repeats = 2000
errors = relative_errors(N, repeats, 50)
observed_se = errors.std()
observed_inside = np.mean(np.abs(errors) < target)
# sampling noise of a standard deviation from 2000 repeats is 1.6 %
assert abs(observed_se / target - 1) < 0.08
small_se = relative_errors(100, 20000, 2000).std()
assert abs(small_se / math.sqrt(2 / 300) - 1) < 0.03


def inside_probability(walkers):
    f = 3 * walkers
    return chi2.cdf(f * (1 + target), f) - chi2.cdf(f * (1 - target), f)


inside = inside_probability(N)
assert abs(observed_inside - inside) < 0.052   # five sampling deviations
N95 = math.ceil(brentq(lambda n: inside_probability(n) - 0.95, 1e4, 5e4))

# unknown common drift removed, four walkers
x = rng.standard_normal((200000, 4, 3)) + np.array([2.0, -1.0, 0.5])
x -= x.mean(axis=1, keepdims=True)
drift_var = ((x**2).sum(axis=(1, 2)) / 3 / 3).var()
assert abs(drift_var / (2 / (3 * 3)) - 1) < 0.04
# five walkers, each path cut into four disjoint segments
steps = rng.standard_normal((100000, 5, 4, 3)) * 0.5
paths = np.cumsum(steps, axis=2)
segments = np.diff(paths, axis=2, prepend=0.0)
seg_var = ((segments**2).sum(axis=(1, 2, 3)) / 5 / 3).var()
end_var = ((paths[:, :, -1]**2).sum(axis=(1, 2)) / 5 / 3).var()
assert abs(seg_var / (2 / (3 * 5 * 4)) - 1) < 0.04
assert abs(end_var / (2 / (3 * 5)) - 1) < 0.04
del x, steps, paths, segments


# ---------- hops on the octahedral sites of a bcc crystal ----------
def hop_variance(n):
    return 2 * n * (n - 1) / 3 + 4 * n / 9 - 8 / 27 * (1 - (-0.5)**n)


def poisson_variance(mean):
    return (2 * mean**2 / 3 + 13 * mean / 9
            - 8 / 27 * (1 - math.exp(-1.5 * mean)))


# Coordinates in units of b: atoms have all-even or all-odd coordinates,
# every other integer point is an octahedral site.
def is_site(p):
    return len({c % 2 for c in p}) == 2


units = [(1, 0, 0), (-1, 0, 0), (0, 1, 0), (0, -1, 0), (0, 0, 1), (0, 0, -1)]
start = (1, 1, 0)
prob = {start: 1.0}
r2_by_n, r4_by_n = [0.0], [0.0]
for n in range(1, 21):
    new = defaultdict(float)
    for p, w in prob.items():
        near = [(p[0] + u[0], p[1] + u[1], p[2] + u[2]) for u in units]
        near = [q for q in near if is_site(q)]
        assert len(near) == 4
        for q in near:
            new[q] += w / 4
    prob = new
    r2 = w4 = 0.0
    for p, w in prob.items():
        d2 = sum((p[i] - start[i])**2 for i in range(3))
        r2 += w * d2
        w4 += w * d2 * d2
    r2_by_n.append(r2)
    r4_by_n.append(w4)
    assert abs(r2 - n) < 1e-9
    assert abs(w4 - r2**2 - hop_variance(n)) < 1e-8
test_mean = 2.0
pw = [math.exp(-test_mean) * test_mean**n / math.factorial(n)
      for n in range(21)]
p2 = sum(w * v for w, v in zip(pw, r2_by_n))
p4 = sum(w * v for w, v in zip(pw, r4_by_n))
assert abs(p2 - test_mean) < 1e-9
assert abs(p4 - p2**2 - poisson_variance(test_mean)) < 1e-8


def walkers_with_hops(mean):
    return math.ceil(poisson_variance(mean) / mean**2 / target**2)


# ---------- hop-by-hop simulation of the example ----------
hops = rng.poisson(L, N)
short_axis = rng.integers(0, 3, N)
position = np.zeros((N, 3))
index = np.arange(N)
for n in range(hops.max()):
    axis = (short_axis + 1 + rng.integers(0, 2, N)) % 3
    sign = 2 * rng.integers(0, 2, N) - 1
    position[index, axis] += sign * (n < hops)
    short_axis = 3 - short_axis - axis
r2_sample = (position**2).sum(axis=1) * b**2
msd_sim = r2_sample.mean()
se_sim = r2_sample.std(ddof=1) / math.sqrt(N)
D_sim = msd_sim / (6 * time_us) * 1e6 / 1e14
assert abs(msd_sim - msd) < 5 * se_sim
assert abs(se_sim / msd_sim / target - 1) < 0.09


# ---------- neglected effects ----------
def touch_probability(half_width, sigma):
    return 2 * erfc(half_width / (sigma * math.sqrt(2)))


# absorbing lattice walk: 3600 unit steps, walls at +-120 (two sigma)
density = np.zeros(241)
density[120] = 1.0
for _ in range(3600):
    moved = np.zeros(241)
    moved[1:] += density[:-1] / 2
    moved[:-1] += density[1:] / 2
    moved[0] = moved[-1] = 0.0
    density = moved
assert abs((1 - density.sum()) / touch_probability(120, 60) - 1) < 0.01
touch = touch_probability(film_nm / 2, math.sqrt(s2))

kT = k_B * temperature / q_e
u = vib_eV / kT
tunnel = quad(lambda y: math.exp(-y) / (1 + math.exp(-2 * math.pi * y / u)),
              -4, 40, points=[0], limit=200)[0]
assert abs(tunnel - (1 + u**2 / 24)) < 1e-3
blocked = solute_fraction / 3          # three octahedral sites per Mo atom
factor_E = diffusion(temperature, E_act - 0.1) / D
N_low = walkers_with_hops(L * factor_E)
N_high = walkers_with_hops(L / factor_E)
dT = brentq(lambda d: diffusion(temperature + d, E_act) / D - 1 - target,
            0, 50)
assert abs(dT / (target * kT * temperature / E_act) - 1) < 0.02

# ---------- output ----------
print(f"Target relative standard error: {100*target:.1f} %")
print(f"<R^4>/s^4 in 3D, quadrature: {mean_r4/s2**2:.5f}")
for dim in (1, 2, 3):
    print(f"Relative variance of R^2 per walker, {dim}D: "
          f"{relative_variance[dim]:.5f}; walkers needed: "
          f"{relative_variance[dim]/target**2:.1f}")
print(f"Smallest whole number of walkers in 3D: {N}")
print(f"Fisher information on s^2 times s^4: {fisher_scaled:.4f}")
print(f"Synthetic experiments with {N} walkers each: {repeats}")
print(f"Observed relative standard error: {100*observed_se:.3f} %")
print(f"Observed fraction within 1 %: {observed_inside:.3f}")
print(f"Chi-square probability of being within 1 %: {inside:.4f}")
print(f"Walkers for 95 % probability of being within 1 %: {N95}")
print(f"100 walkers, observed relative error: {100*small_se:.2f} %")
print(f"Drift removed, 4 walkers, relative variance: {drift_var:.4f}")
print(f"5 walkers, end points only, relative variance: {end_var:.4f}")
print(f"5 walkers, 4 segments each, relative variance: {seg_var:.4f}")
print("--- Example: N in Mo, rough typical inputs ---")
print(f"Temperature: {temperature:.0f} K; kT: {kT:.4f} eV")
print(f"Time: {time_us:.1f} microseconds")
print(f"Lattice constant: {lattice_nm:.3f} nm; hop length: {b:.4f} nm")
print(f"Prefactor D0: {D0:.1e} cm^2/s; activation energy: {E_act:.2f} eV")
print(f"D: {D:.3e} cm^2/s = {D_nm2_us:.3f} nm^2/microsecond")
print(f"Variance per component s^2: {s2:.3f} nm^2")
print(f"MSD: {msd:.3f} nm^2; root-mean-square: {math.sqrt(msd):.3f} nm")
print(f"Standard deviation of R^2, one walker: "
      f"{math.sqrt(mean_r4-mean_r2**2):.3f} nm^2")
print(f"Mean number of hops L: {L:.1f}")
print(f"Simulated MSD, {N} walkers: {msd_sim:.3f} nm^2")
print(f"Standard error from the sample: {se_sim:.3f} nm^2 "
      f"= {100*se_sim/msd_sim:.3f} %")
print(f"Simulated MSD minus 6Dt: {100*(msd_sim/msd-1):.2f} % of 6Dt")
print(f"Simulated D: {D_sim:.3e} cm^2/s")
print(f"Total hops simulated: {hops.sum():.3e}")
print("--- Neglected effects ---")
print(f"Relative variance with discrete hops: "
      f"{poisson_variance(L)/L**2:.5f}")
print(f"Walkers needed with discrete hops: {walkers_with_hops(L)}")
print(f"Film thickness: {film_nm:.0f} nm; surface contact probability: "
      f"{touch:.1e}")
print(f"Barrier-top quantum: {vib_eV:.3f} eV; tunnelling factor on D: "
      f"{tunnel:.4f}")
print(f"N per Mo atom: {solute_fraction:.1e}; blocked hop fraction: "
      f"{blocked:.1e}")
print(f"Factor on D for 0.1 eV lower activation energy: {factor_E:.2f}")
print(f"Walkers needed, activation energy 0.1 eV lower: {N_low}")
print(f"Walkers needed, activation energy 0.1 eV higher: {N_high}")
print(f"Temperature error that changes D by 1 %: {dT:.2f} K")
print("OK")
```

It prints:

```
Target relative standard error: 1.0 %
<R^4>/s^4 in 3D, quadrature: 15.00000
Relative variance of R^2 per walker, 1D: 2.00000; walkers needed: 20000.0
Relative variance of R^2 per walker, 2D: 1.00000; walkers needed: 10000.0
Relative variance of R^2 per walker, 3D: 0.66667; walkers needed: 6666.7
Smallest whole number of walkers in 3D: 6667
Fisher information on s^2 times s^4: 1.5000
Synthetic experiments with 6667 walkers each: 2000
Observed relative standard error: 1.006 %
Observed fraction within 1 %: 0.675
Chi-square probability of being within 1 %: 0.6827
Walkers for 95 % probability of being within 1 %: 25610
100 walkers, observed relative error: 8.24 %
Drift removed, 4 walkers, relative variance: 0.2215
5 walkers, end points only, relative variance: 0.1345
5 walkers, 4 segments each, relative variance: 0.0331
--- Example: N in Mo, rough typical inputs ---
Temperature: 1200 K; kT: 0.1034 eV
Time: 1.0 microseconds
Lattice constant: 0.315 nm; hop length: 0.1575 nm
Prefactor D0: 4.0e-03 cm^2/s; activation energy: 1.20 eV
D: 3.650e-08 cm^2/s = 3.650 nm^2/microsecond
Variance per component s^2: 7.300 nm^2
MSD: 21.899 nm^2; root-mean-square: 4.680 nm
Standard deviation of R^2, one walker: 17.881 nm^2
Mean number of hops L: 882.8
Simulated MSD, 6667 walkers: 21.672 nm^2
Standard error from the sample: 0.217 nm^2 = 1.001 %
Simulated MSD minus 6Dt: -1.04 % of 6Dt
Simulated D: 3.612e-08 cm^2/s
Total hops simulated: 5.885e+06
--- Neglected effects ---
Relative variance with discrete hops: 0.66830
Walkers needed with discrete hops: 6684
Film thickness: 30 nm; surface contact probability: 5.7e-08
Barrier-top quantum: 0.070 eV; tunnelling factor on D: 1.0194
N per Mo atom: 1.0e-06; blocked hop fraction: 3.3e-07
Factor on D for 0.1 eV lower activation energy: 2.63
Walkers needed, activation energy 0.1 eV lower: 6673
Walkers needed, activation energy 0.1 eV higher: 6710
Temperature error that changes D by 1 %: 1.03 K
OK
```
